# Plasmons of a two-dimensional electron gas and their ALDA correction: verification in Python

```python
"""
Plasmon of a two-dimensional electron gas (thin sheet, Hartree atomic units).

Result under test, for wave number q -> 0 at fixed areal density n:
    omega^2 = 2 pi n q + (3/4 kF^2 + n f) q^2 + O(q^3)
omega : plasmon frequency, root of 1 = (v + f) chi0(q, omega)
v     : Coulomb interaction in the sheet, 2 pi / q
chi0  : density response of independent electrons
kF    : Fermi wave number, kF^2 = 2 pi n for the unpolarised gas
f     : ALDA kernel, second density derivative of the xc energy per area;
        f = 0 is the RPA, and exchange alone gives f = -2 / kF
"""
import numpy as np
from scipy import constants
from scipy.integrate import simpson
from scipy.optimize import brentq
from scipy.special import j0, j1

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR_NM = constants.physical_constants["Bohr radius"][0] * 1e9
LIGHT_SPEED = 1.0 / constants.fine_structure

nodes, node_weights = np.polynomial.legendre.leggauss(40)
DISC_FRACTION = 0.5 * (nodes + 1.0)      # (k / kF)^2, uniform over a disc
DISC_WEIGHT = 0.5 * node_weights
COS_ANGLE = np.cos(2.0 * np.pi * (np.arange(128) + 0.5) / 128)


def fermi_wave_number(density, spin_states=2):
    return np.sqrt(4.0 * np.pi * density / spin_states)


def chi0(q, omega, density, spin_states=2):
    """Full response above the pair continuum, by quadrature over the disc."""
    k = fermi_wave_number(density, spin_states) * np.sqrt(DISC_FRACTION)
    pair_energy = q * k[:, None] * COS_ANGLE[None, :] + 0.5 * q**2
    integrand = 2.0 * pair_energy / (omega**2 - pair_energy**2)
    return density * np.dot(DISC_WEIGHT, integrand.mean(axis=1))


def chi0_lattice(omega, density, radius=500.3, shift=100):
    """Original definition with occupation differences, on a k lattice.
    Returns the wave number q and the response."""
    spacing = fermi_wave_number(density) / radius
    index = np.arange(-620, 621)
    ix, iy = np.meshgrid(index, index, indexing="ij")
    occupied = (ix**2 + iy**2 < radius**2).astype(float)
    occupied_shifted = ((ix + shift)**2 + iy**2 < radius**2).astype(float)
    difference = occupied - occupied_shifted
    active = difference != 0
    energy = 0.5 * spacing**2 * (ix[active]**2 + iy[active]**2)
    energy_shifted = 0.5 * spacing**2 * (
        (ix[active] + shift)**2 + iy[active]**2)
    total = np.sum(difference[active] / (omega + energy - energy_shifted))
    return shift * spacing, 2.0 * spacing**2 / (2.0 * np.pi)**2 * total


def plasmon_squared(q, density, kernel, spin_states=2):
    """omega^2 from the plasmon condition with the full response."""
    def condition(omega_squared):
        response = chi0(q, np.sqrt(omega_squared), density, spin_states)
        return 1.0 - (2.0 * np.pi / q + kernel) * response
    scale = 2.0 * np.pi * density * q
    return brentq(condition, 0.5 * scale, 2.0 * scale,
                  xtol=1e-17, rtol=1e-14)


def exchange_energy_per_area(density, r):
    """Exchange energy from the real-space exchange hole."""
    x = fermi_wave_number(density) * r
    density_matrix = density * 2.0 * j1(x) / x
    return -0.25 * simpson(2.0 * np.pi * density_matrix**2, x=r)


# Model gas
rs = 2.0
n = 1.0 / (np.pi * rs**2)
kF = fermi_wave_number(n)
f_x = -2.0 / kF

# Interaction: Fourier integral of 1/r with a weak damping factor.
# Damping 0.01 q changes the integral by a relative 5e-5.
for q_test in (0.05, 0.3):
    r = np.linspace(0.0, 3000.0 / q_test, 300001)
    v_numeric = 2.0 * np.pi * simpson(
        j0(q_test * r) * np.exp(-0.01 * q_test * r), x=r)
    assert abs(v_numeric * q_test / (2.0 * np.pi) - 1.0) < 1e-4

# Disc quadrature against the original definition.
# The tolerance covers the lattice-point error at the Fermi circle.
q_lattice, chi_lattice = chi0_lattice(0.3, n)
chi_disc = chi0(q_lattice, 0.3, n)
assert abs(chi_lattice / chi_disc - 1.0) < 1e-3

# Long-wavelength expansion of the response at fixed frequency
q_small, omega_fixed = 0.01, 1.0
ratio = chi0(q_small, omega_fixed, n) * omega_fixed**2 / (n * q_small**2)
chi_coefficient = (ratio - 1.0) * omega_fixed**2 / q_small**2
assert abs(chi_coefficient / (0.75 * kF**2) - 1.0) < 1e-3

# Exchange kernel: second difference of the exchange-hole energy
r_hole = np.linspace(1e-9, 2000.0 / kF, 400001)
step = 0.01 * n
e_minus, e_mid, e_plus = [exchange_energy_per_area(m, r_hole)
                          for m in (n - step, n, n + step)]
f_x_numeric = (e_plus - 2.0 * e_mid + e_minus) / step**2
assert abs(e_mid / (-2.0 * kF**3 / (3.0 * np.pi**2)) - 1.0) < 1e-5
assert abs(f_x_numeric / f_x - 1.0) < 1e-4

# Plasmon branch from the full response
q_values = np.array([0.04, 0.02, 0.01, 0.005])
leading = 2.0 * np.pi * n * q_values
rpa = np.array([plasmon_squared(q, n, 0.0) for q in q_values])
alda = np.array([plasmon_squared(q, n, f_x) for q in q_values])
polarised = np.array([plasmon_squared(q, n, 0.0, 1) for q in q_values])


def limit_q_to_zero(values):
    """Remove the term linear in q using the two smallest q."""
    return 2.0 * values[-1] - values[-2]


slope_limit = limit_q_to_zero(alda / q_values)
rpa_coefficient = limit_q_to_zero((rpa - leading) / q_values**2)
alda_coefficient = limit_q_to_zero((alda - leading) / q_values**2)
kernel_coefficient = limit_q_to_zero((alda - rpa) / q_values**2)
polarised_coefficient = limit_q_to_zero((polarised - leading) / q_values**2)
kernel_power = np.log2((alda[-2] - rpa[-2]) / (alda[-1] - rpa[-1]))
omega_power = 0.5 * np.log2(alda[-2] / alda[-1])

assert abs(slope_limit / (2.0 * np.pi * n) - 1.0) < 1e-4
assert abs(omega_power - 0.5) < 2e-3     # remaining q is finite
assert abs(kernel_power - 2.0) < 1e-3
assert abs(rpa_coefficient / (0.75 * kF**2) - 1.0) < 1e-3
assert abs(kernel_coefficient / (n * f_x) - 1.0) < 1e-3
assert abs(alda_coefficient / (0.75 * kF**2 + n * f_x) - 1.0) < 1e-3
# Same density, one spin state: kF^2 and the velocity spread double.
assert abs(polarised_coefficient / (1.5 * kF**2) - 1.0) < 1e-3

# Worked example at one wave number
i = 2
q = q_values[i]
expansion = leading[i] + (0.75 * kF**2 + n * f_x) * q**2
assert abs(expansion / alda[i] - 1.0) < 1e-4
shift_numeric = np.sqrt(alda[i] / rpa[i]) - 1.0
shift_formula = f_x * q / (4.0 * np.pi)
assert abs(shift_numeric / shift_formula - 1.0) < 0.03  # next order in q
pair_edge = q * kF + 0.5 * q**2
assert np.all(alda > (q_values * kF + 0.5 * q_values**2)**2)
assert np.all(q_values > 5.0 * np.sqrt(alda) / LIGHT_SPEED)

print("MODEL GAS (atomic units unless stated)")
print(f"r_s = {rs:.1f} bohr")
print(f"density n = {n:.6f} bohr^-2")
print(f"Fermi wave number kF = {kF:.6f} bohr^-1")
print(f"2 pi n = {2 * np.pi * n:.6f}")
print("RESPONSE AND KERNEL")
print(f"chi0, lattice sum of definition = {chi_lattice:.6f}")
print(f"chi0, disc quadrature           = {chi_disc:.6f}")
print(f"  both at q = {q_lattice:.5f} bohr^-1, omega = 0.3 hartree")
print(f"exchange energy per area = {e_mid:.6f} hartree/bohr^2")
print(f"f_x from exchange hole = {f_x_numeric:.5f} hartree bohr^2")
print(f"f_x = -2/kF            = {f_x:.5f} hartree bohr^2")
print("FREQUENCIES in hartree: q (bohr^-1), leading law, RPA, ALDA")
for row in zip(q_values, np.sqrt(leading), np.sqrt(rpa), np.sqrt(alda)):
    print("{:.3f}  {:.6f}  {:.6f}  {:.6f}".format(*row))
print("LIMITS q -> 0: from full response | from formula")
print(f"omega^2/q: {slope_limit:.5f} | {2 * np.pi * n:.5f}")
print(f"q^2 coefficient, RPA: {rpa_coefficient:.5f} | {0.75 * kF**2:.5f}")
print(f"q^2 coefficient, kernel: {kernel_coefficient:.5f} | {n * f_x:.5f}")
print(f"q^2 coefficient, ALDA: {alda_coefficient:.5f} | "
      f"{0.75 * kF**2 + n * f_x:.5f}")
print(f"q^2 coefficient, RPA, spin-polarised: "
      f"{polarised_coefficient:.5f} | {1.5 * kF**2:.5f}")
print(f"power of q in omega^2(ALDA) - omega^2(RPA): {kernel_power:.4f}")
print(f"power of q in omega(ALDA): {omega_power:.4f}")
print(f"EXAMPLE at q = {q:.3f} bohr^-1 = {q / BOHR_NM:.4f} nm^-1")
print(f"leading term of omega^2 = {leading[i]:.4e} hartree^2")
print(f"velocity-spread term    = {0.75 * kF**2 * q**2:.4e} hartree^2")
print(f"exchange-kernel term    = {n * f_x * q**2:.4e} hartree^2")
print(f"omega^2, sum of terms   = {expansion:.6e} hartree^2")
print(f"omega^2, full response  = {alda[i]:.6e} hartree^2")
print(f"leading-law energy = {np.sqrt(leading[i]) * HARTREE_EV:.4f} eV")
print(f"RPA energy         = {np.sqrt(rpa[i]) * HARTREE_EV:.4f} eV")
print(f"ALDA energy        = {np.sqrt(alda[i]) * HARTREE_EV:.4f} eV")
print(f"kernel shift of omega, full response = {100 * shift_numeric:.4f} %")
print(f"kernel shift of omega, f q/(4 pi)    = {100 * shift_formula:.4f} %")
print(f"upper edge of pair continuum = {pair_edge:.6f} hartree")
print(f"omega/c = {np.sqrt(alda[i]) / LIGHT_SPEED:.3e} bohr^-1")
print("verified")
```

It prints:

```
MODEL GAS (atomic units unless stated)
r_s = 2.0 bohr
density n = 0.079577 bohr^-2
Fermi wave number kF = 0.707107 bohr^-1
2 pi n = 0.500000
RESPONSE AND KERNEL
chi0, lattice sum of definition = 0.019311
chi0, disc quadrature           = 0.019310
  both at q = 0.14134 bohr^-1, omega = 0.3 hartree
exchange energy per area = -0.023882 hartree/bohr^2
f_x from exchange hole = -2.82845 hartree bohr^2
f_x = -2/kF            = -2.82843 hartree bohr^2
FREQUENCIES in hartree: q (bohr^-1), leading law, RPA, ALDA
0.040  0.141421  0.143536  0.142276
0.020  0.100000  0.100749  0.100301
0.010  0.070711  0.070976  0.070817
0.005  0.050000  0.050094  0.050038
LIMITS q -> 0: from full response | from formula
omega^2/q: 0.50000 | 0.50000
q^2 coefficient, RPA: 0.37499 | 0.37500
q^2 coefficient, kernel: -0.22508 | -0.22508
q^2 coefficient, ALDA: 0.14991 | 0.14992
q^2 coefficient, RPA, spin-polarised: 0.74999 | 0.75000
power of q in omega^2(ALDA) - omega^2(RPA): 2.0000
power of q in omega(ALDA): 0.5011
EXAMPLE at q = 0.010 bohr^-1 = 0.1890 nm^-1
leading term of omega^2 = 5.0000e-03 hartree^2
velocity-spread term    = 3.7500e-05 hartree^2
exchange-kernel term    = -2.2508e-05 hartree^2
omega^2, sum of terms   = 5.014992e-03 hartree^2
omega^2, full response  = 5.015026e-03 hartree^2
leading-law energy = 1.9241 eV
RPA energy         = 1.9313 eV
ALDA energy        = 1.9270 eV
kernel shift of omega, full response = -0.2237 %
kernel shift of omega, f q/(4 pi)    = -0.2251 %
upper edge of pair continuum = 0.007121 hartree
omega/c = 5.168e-04 bohr^-1
verified
```
